\section*{Hopfield weights, mass, velocity and inflection of the lower polariton}

\section*{Question}

I have a planar cavity filled with a medium of refractive index $n$. Its photon branch is
\[
E_c(k)=\sqrt{E_0^2+a^2k^2},\qquad a=\frac{\hbar c}{n},
\]
with $k$ the in-plane wavevector. It couples to an exciton whose energy $E_x$ does not depend on $k$. The coupling energy is $g$, so the two polariton branches are $2g$ apart where the bare branches cross.

I want the photon and exciton weights of the lower polariton, its effective mass at $k=0$, its group velocity, and the inflection point of its dispersion, all as functions of the detuning $\Delta=E_0-E_x$.

I found that the slope of the lower branch is the photon weight times the cavity slope. Differentiating again, I wrote the curvature as the photon weight times $E_c''$. But $E_c''$ is positive for every $k$, so there would be no inflection, while my plot clearly bends over towards the exciton energy. What have I lost? And does the inflection simply move outwards or inwards as I change the detuning?

\section*{Answer}

Your slope is right. What is missing in the curvature is the change of the photon weight with $k$: the polariton becomes more excitonic as you move outwards, and that lowers the fraction of the cavity slope it keeps. The position of the inflection is not monotonic in the detuning, as shown below.

\subsection*{Weights}

I take one polarization, no losses, a real $g$ independent of $k$, and both $g$ and $|E_c-E_x|$ small compared with $E_x$, so that the counter-rotating terms and the term quadratic in the vector potential can be dropped. These terms shift the levels by energies of order $g^2/E_x$, about 1~meV for the numbers used below, so the finer digits there belong to the model rather than to a real cavity. Restoring these terms with $g$ held constant moves the tabulated masses and velocities by up to about 3\%, $k_i$ by up to about 1\%, and the minimum of $k_i$ from 15.8 to about 13~meV; restoring them with a coupling that scales as $E_c^{-1/2}$ moves the masses, velocities and $k_i$ by only a few tenths of a percent or less. Since $g$ is an energy, the choice of electromagnetic units does not enter. In the basis (photon, exciton),
\[
H=\begin{pmatrix}E_c&g\\ g&E_x\end{pmatrix},\qquad
\delta(k)=E_c(k)-E_x,\qquad R=\sqrt{\delta^2+4g^2}.
\]
The eigenvalues are half the trace plus or minus $R/2$. The lower one is
\[
E=\tfrac12(E_c+E_x-R).
\]
Let its eigenvector be $(C,X)$. The first row gives $(E_c-E)C+gX=0$. Because $E_c-E=(R+\delta)/2$, we have $X/C=-(R+\delta)/(2g)$. Normalize, and use $4g^2=R^2-\delta^2=(R-\delta)(R+\delta)$:
\begin{align}
|C|^2&=\frac{4g^2}{4g^2+(R+\delta)^2}
=\frac{R-\delta}{(R-\delta)+(R+\delta)}
=\frac12\left(1-\frac{\delta}{R}\right),\\
|X|^2&=1-|C|^2=\frac12\left(1+\frac{\delta}{R}\right).
\end{align}
Their product is $|C|^2|X|^2=(R^2-\delta^2)/(4R^2)=g^2/R^2$, which is needed below.

\subsection*{Velocity and the missing term}

A prime denotes $d/dk$. Since $E_x$ is constant, $\delta'=E_c'$ and $R'=\delta E_c'/R$. Hence
\[
E'=\tfrac12\left(E_c'-\frac{\delta}{R}E_c'\right)=|C|^2E_c'.
\]
From $E_c^2=E_0^2+a^2k^2$ we get $E_c'=a^2k/E_c$, so the group velocity is
\begin{equation}
v=\frac{E'}{\hbar}=|C|^2v_c,\qquad v_c=\frac{a^2k}{\hbar E_c}=\frac{\hbar c^2k}{n^2E_c}.
\end{equation}

Now differentiate the weight as well:
\[
\frac{d|C|^2}{d\delta}=-\frac12\left(\frac1R-\frac{\delta^2}{R^3}\right)
=-\frac{2g^2}{R^3}=-\frac{2|C|^2|X|^2}{R}.
\]
The product rule therefore gives
\begin{equation}
E''=|C|^2\left[E_c''-\frac{2|X|^2}{R}(E_c')^2\right].
\end{equation}
The second term is the one you lost. It is negative for $k>0$ and can cancel the first.

\subsection*{Mass at the bottom of the branch}

At $k=0$ the slope $E_c'$ vanishes, so there your shortened formula happens to be correct. Define the mass by $m=\hbar^2/E''(0)$. The bare cavity has $E_c''(0)=a^2/E_0$, and so
\begin{equation}
m_c=\frac{n^2E_0}{c^2},\qquad
m_{LP}=\frac{m_c}{|C(0)|^2}=\frac{2m_c}{1-\Delta/\sqrt{\Delta^2+4g^2}}.
\end{equation}
If $E_x$ is fixed and $\Delta$ is varied through $E_0$, then $m_c$ changes too, though slowly. For $\Delta<0$ and $|\Delta|\gg g$ the mass tends to $m_c$. For $\Delta\gg g$ we have $|C(0)|^2=2g^2/[R(R+\Delta)]\to g^2/\Delta^2$, so the mass grows as $m_c\Delta^2/g^2$.

This growth ends when the exciton's own mass $m_x$ matters. With a curved exciton band the slope is $|C|^2E_c'+|X|^2E_x'$. Both bare slopes vanish at $k=0$, so the changes of the weights drop out there and $1/m_{LP}=|C|^2/m_c+|X|^2/m_x$. The flat-exciton mass requires the second term to be small compared with the first. For the numbers used below and $m_x$ between $0.1$ and $1\,m_e$, the two terms become equal only at $\Delta$ of about 3 to 7~eV, outside the range of the model.

\subsection*{The inflection point}

For the cavity branch,
\[
E_c''=\frac{a^2}{E_c}-\frac{a^4k^2}{E_c^3}=\frac{a^2E_0^2}{E_c^3},\qquad
(E_c')^2=\frac{a^2(E_c^2-E_0^2)}{E_c^2}.
\]
Set the bracket in $E''$ to zero and insert $2|X|^2/R=(R+\delta)/R^2$. After multiplying by $E_c^3R^2/a^2$,
\begin{equation}
E_0^2R^2=E_c(E_c^2-E_0^2)(R+\delta).
\label{eq:infl}
\end{equation}
This is one equation for $E_c$; then $k_i=\sqrt{E_c^2-E_0^2}/a$.

To see how many solutions there are, let $F$ be the right side of \eqref{eq:infl} divided by the left. The curvature has the sign of $1-F$. At $k=0$, $F=0$; for large $E_c$, $F\to\infty$. So there is at least one solution. Its logarithmic derivative is
\[
\frac{d\ln F}{dE_c}=\frac1{E_c}+\frac1{E_c-E_0}+\frac1{E_c+E_0}+\frac1R-\frac{2\delta}{R^2}.
\]
Where $F=1$,
\[
\frac{R^2}{R+\delta}=\frac{E_c(E_c+E_0)}{E_0^2}(E_c-E_0)\ge2(E_c-E_0),
\]
hence $1/(E_c-E_0)\ge2(R+\delta)/R^2$. Dropping two positive terms,
\[
\frac{d\ln F}{dE_c}>\frac{2R+2\delta}{R^2}+\frac{R-2\delta}{R^2}=\frac3R>0.
\]
Every crossing of $F=1$ is upward, so there is exactly one, for any detuning. The curvature is positive before it and negative after it, which makes the inflection the point of largest group velocity. This holds for the flat exciton. If the exciton has a finite positive mass, heavy enough for this inflection to survive, the curvature of the model turns positive again farther out, where the branch follows the exciton band. For the numbers used below, with $\Delta=-100$~meV and $m_x$ between $0.1$ and $1\,m_e$, this happens at $k$ of about 50 to 95~\textmu m$^{-1}$, where $\delta$ is several eV and the model no longer applies.

\subsection*{How it moves with detuning}

For $E_c-E_0\ll E_0$ the cavity branch is nearly a parabola, $E_c=E_0+\hbar^2k^2/2m_c$. Keep $m_c$ fixed for the moment. Then $E_c''=\hbar^2/m_c$ and $(E_c')^2=2(\hbar^2/m_c)(\delta-\Delta)$, so the inflection condition becomes
\[
R^2=2(R+\delta)(\delta-\Delta).
\]
Put $R+\delta=2gw$. Then $R-\delta=4g^2/(R+\delta)=2g/w$, and therefore $R=g(w+1/w)$ and $\delta=g(w-1/w)$. With $y=\Delta/2g$,
\[
\left(w+\frac1w\right)^2=4w\left(w-\frac1w-2y\right).
\]
Expanding both sides and multiplying by $w^2$ gives
\begin{equation}
3w^4-8yw^3-6w^2-1=0,\quad\text{or}\quad 8y=3w-\frac6w-\frac1{w^3}.
\end{equation}
The last expression rises steadily from $-\infty$ to $\infty$ for $w>0$, so each detuning has one positive $w$, and $w$ increases with $\Delta$. The exciton weight at the inflection, $|X|^2=(R+\delta)/2R=w^2/(1+w^2)$, increases with it.

The wavevector and velocity follow from $\delta-\Delta=R^2/[2(R+\delta)]$:
\begin{align}
\frac{\hbar^2k_i^2}{2m_c}&=\frac{g(w^2+1)^2}{4w^3},\\
v_i&=\frac{\hbar k_i}{m_c}\,\frac1{1+w^2}=\sqrt{\frac{g}{2m_c}}\;w^{-3/2}.
\end{align}
So the top velocity falls steadily as $\Delta$ increases. The wavevector does not behave this way. The logarithmic derivative of $k_i^2$ with respect to $w$ is
\[
\frac{4w}{w^2+1}-\frac3w=\frac{w^2-3}{w(w^2+1)},
\]
so $k_i$ has a minimum at $w=\sqrt3$. There $|X|^2=3/4$ and $\Delta=2g/(3\sqrt3)\approx0.385\,g$. Another useful point is $w=1$: then $\delta=0$ and $y=-1/2$, so at $\Delta=-g$ the inflection sits at the crossing of the bare branches.

For $y\gg1$, $w\approx8y/3$ and $\delta\to4\Delta/3$. For $y\to-\infty$, $w\approx1/(2|y|^{1/3})$ and $\delta\to-2g|y|^{1/3}$. Both limits also need $|\Delta|\ll E_0$, or the parabola fails. The negative one is approached slowly, since it neglects $6w^2$ against 1.

\subsection*{Numbers}

Take the round model values $E_x=2$~eV, $n=1.6$, $g=50$~meV, so $a=0.12333$~eV\,\textmu m and $c/n=187.37$~\textmu m/ps. First let $\Delta=-100$~meV, so $E_0=1.9$~eV.

At $k=0$, $R=\sqrt{100^2+100^2}=141.4$~meV and $|C|^2=(1+100/141.4)/2=0.854$. With the electron rest energy $510999$~eV,
\[
\frac{m_c}{m_e}=\frac{1.6^2\times1.9}{510999}=9.52\times10^{-6},\qquad
\frac{m_{LP}}{m_e}=\frac{9.52\times10^{-6}}{0.854}=1.115\times10^{-5},
\]
or $m_{LP}=1.016\times10^{-32}$~g.

At $k=2$~\textmu m$^{-1}$, $ak=0.24666$~eV and $E_c=\sqrt{1.9^2+0.24666^2}=1.9159$~eV. Then $\delta=-84.1$~meV, $R=130.6$~meV and $|C|^2=(1+84.1/130.6)/2=0.822$. The cavity velocity is $v_c=(c/n)(ak/E_c)=24.12$~\textmu m/ps, so $v=0.822\times24.12=19.8$~\textmu m/ps.

Solving \eqref{eq:infl} gives $E_c=1.9697$~eV, $k_i=4.211$~\textmu m$^{-1}$, $\delta=-30.3$~meV and $R=104.5$~meV. As a check, in eV$^4$ the two sides are
\[
1.9^2\times0.10449^2=0.0394,\qquad
1.9697\,(1.9697^2-1.9^2)\times0.07419=0.0394 .
\]
Here $|C|^2=0.645$ and $v=0.645\times49.40=31.9$~\textmu m/ps, about $0.106\,c$.

The same steps for other detunings, with the full cavity branch, give:

\begin{center}
\begin{tabular}{rccccc}
$\Delta$ & $|X(0)|^2$ & $m_{LP}$ & $k_i$ & $|X(k_i)|^2$ & $v_i$\\
meV & & $10^{-5}m_e$ & \textmu m$^{-1}$ & & \textmu m/ps\\
\hline
$-200$ & 0.053 & 0.952 & 5.64 & 0.212 & 53.2\\
$-100$ & 0.146 & 1.115 & 4.21 & 0.355 & 31.9\\
$-50$ & 0.276 & 1.350 & 3.56 & 0.494 & 20.8\\
$0$ & 0.500 & 2.004 & 3.19 & 0.679 & 11.6\\
$50$ & 0.724 & 3.716 & 3.26 & 0.833 & 6.0\\
$100$ & 0.854 & 7.184 & 3.63 & 0.913 & 3.4
\end{tabular}
\end{center}

From the first row to the last the polariton mass grows by a factor of 7.5, while $m_c$ grows by only 17\%. Most of the change is therefore the loss of photon weight. The top velocity falls throughout, but $k_i$ first decreases and then increases.

The parabolic landmarks survive approximately. At $\Delta=-g=-50$~meV the inflection has $\delta=-1.2$~meV instead of zero. Within the detuning range of the table, the smallest $k_i$ is $3.17$~\textmu m$^{-1}$ at $\Delta=15.8$~meV, where $|X|^2=0.735$; the parabola with its mass fixed at $m_c=n^2E_x/c^2$ puts it at $3.18$~\textmu m$^{-1}$ and $19.2$~meV. The two models differ both in the shape of the branch and in the dependence of $m_c$ on $E_0$, and these numbers do not separate the two effects. At $\Delta=0$ the parabola overestimates $k_i$ by 0.82\% of the full-branch value, and by 0.085\% when $g$ is ten times smaller.

The distant limits are not reached in this table. At $\Delta=-200$~meV, where $y=-2$, the limiting formula gives $\delta=-126$~meV, against $-70$~meV from the full condition. The quartic gives $-66$~meV, so it is a fair estimate there, and \eqref{eq:infl} gives the model's exact value.

Finally, all of this describes a lossless linear system. Full linewidths $\gamma_c$ and $\gamma_x$ add $-i\gamma_c/2$ and $-i\gamma_x/2$ to the diagonal of $H$. Equal widths leave the weights and the real parts of the energies unchanged. If the widths differ by an amount comparable with $2g$, the real $2\times2$ matrix is no longer adequate. In a dense condensate, interactions shift the levels, and the bare dispersion found here is then just the starting point. The numerical output below lists the main values to more digits. The full-branch minimum of $k_i$ that it labels ``over all detunings'' was searched for between $-100$ and $100$~meV. It is not a global minimum of \eqref{eq:infl}, which gives $k_i\to0$ as $E_0\to0$, but that limit lies far outside the range of the model.

\section*{Computed results}
\begin{verbatim}
exciton energy Ex = 2.000 eV, index n = 1.60
coupling g = 50.0 meV, splitting 2g = 100.0 meV
hbar*c/n = 0.123329 eV um, hbar = 6.582120e-04 eV ps
c = 299.792 um/ps, c/n = 187.370 um/ps
electron rest energy = 510999.0 eV
Detailed case: detuning = -100 meV, E0 = 1.900 eV
k=0: k = 0.0000 1/um, Ec = 1.90000 eV
  d = -100.000 meV, R = 141.421 meV, E_LP = 1.87929 eV
  photon weight = 0.8536, exciton weight = 0.1464
  cavity velocity = 0.000 um/ps, polariton velocity = 0.000 um/ps
sample k: k = 2.0000 1/um, Ec = 1.91594 eV
  d = -84.056 meV, R = 130.635 meV, E_LP = 1.89265 eV
  photon weight = 0.8217, exciton weight = 0.1783
  cavity velocity = 24.122 um/ps, polariton velocity = 19.822 um/ps
inflection: k = 4.2110 1/um, Ec = 1.96970 eV
  d = -30.300 meV, R = 104.490 meV, E_LP = 1.93261 eV
  photon weight = 0.6450, exciton weight = 0.3550
  cavity velocity = 49.403 um/ps, polariton velocity = 31.865 um/ps
top velocity / c = 0.10629
cavity mass = 9.5186e-06 m_e, polariton mass = 1.1152e-05 m_e
polariton mass = 1.0159e-32 g
Table 1, k=0: detuning (meV), photon weight, exciton weight,
  cavity mass (1e-5 m_e), polariton mass (1e-5 m_e)
   -200   0.9472   0.0528   0.9018   0.9520
   -100   0.8536   0.1464   0.9519   1.1152
    -50   0.7236   0.2764   0.9769   1.3501
      0   0.5000   0.5000   1.0020   2.0039
     50   0.2764   0.7236   1.0270   3.7157
    100   0.1464   0.8536   1.0521   7.1839
Table 2, inflection: detuning (meV), k (1/um), parabolic k (1/um),
  d (meV), exciton weight, top velocity (um/ps)
   -200   5.6382   5.6278   -70.356   0.2123   53.186
   -100   4.2110   4.2282   -30.300   0.3550   31.865
    -50   3.5586   3.5806    -1.223   0.4939   20.822
      0   3.1899   3.2162    38.325   0.6789   11.611
     50   3.2615   3.2976    89.089   0.8326    6.039
    100   3.6257   3.6793   147.080   0.9135    3.376
Smallest inflection wavevector over all detunings:
  parabolic, fixed mass: detuning = 19.25 meV, k = 3.1815 1/um
  full cavity branch: detuning = 15.81 meV, k = 3.1666 1/um
  exciton weight there, full branch = 0.7352
parabolic error of k at zero detuning = 0.82 percent
same with g ten times smaller = 0.085 percent
\end{verbatim}
